# My "LUMO" keeps dropping as I enlarge the grid box. What am I looking at?

**Question.** I solve a one-electron Hamiltonian on a cubic real-space grid with $\psi=0$ on the faces. My test "diatomic" is two Gaussian wells, $-W e^{-|\mathbf r\mp z_0\hat{\mathbf z}|^2/s^2}$, with $W=2\,E_h$, $s=1\,a_0$, $z_0=0.7\,a_0$, and I look at states even in $x$, $y$ and $z$. The lowest level is $-0.440\,E_h$ for every box edge $L$ I try. The next one, which I took for the first unoccupied molecular level, is $0.0503\,E_h$ (1.37 eV) at $L=20\,a_0$ and $0.0088\,E_h$ (0.24 eV) at $L=44\,a_0$. How large must the box be before it converges? Can a positive eigenvalue ever be a property of the molecule?

**Answer.** It converges to zero, the edge of the continuum. It is a standing wave between your walls, shifted by the molecule. A molecule can have a preferred positive energy, a resonance, but a resonance cannot be read from one box eigenvalue. It is defined without any box, and in a box calculation it can be found from how the levels move with the box size.

I take $H=-\hbar^2\nabla^2/2m+V$ with $V$ local, independent of the box, zero beyond $r=b$, and with $N$ bound states in infinite space. The energy zero is the vacuum, the walls are hard, and the derivation leaves out the error due to the grid spacing. Units are Gaussian, with $a_0=\hbar^2/me^2$ and $E_h=e^2/a_0$, in which $\hbar=m=1$ numerically.

## Any shape: the levels are squeezed to zero

Let $\varepsilon_n(L)$ be the box levels, and write energies as $\int(\hbar^2|\nabla\psi|^2/2m+V|\psi|^2)$, which allows kinks.

For the lower bound, extend the lowest $N+1$ box states by zero outside the box. Orthogonality to the $N$ true bound states is $N$ linear conditions on $N+1$ coefficients, so some normalised combination satisfies it. That combination contains only continuum states of infinite space, so its energy is $\ge 0$. As a mixture of box levels its energy is $\le\varepsilon_{N+1}$. Hence $\varepsilon_{N+1}\ge0$.

For the upper bound, a cube of edge $\ell=L/2-b$ fits between the molecule and a face, and $V=0$ in it. Some combination of its lowest $n$ states is orthogonal to the lowest $n-1$ box states, so its energy is $\ge\varepsilon_n$. It is also at most the $n$-th level of the empty cube, $\hbar^2\pi^2(n_x^2+n_y^2+n_z^2)/2m\ell^2$. For fixed $j$, then, $0\le\varepsilon_{N+j}\le \text{const}/(L/2-b)^2$, and the level goes to zero. These are bounds. The actual law follows in a geometry that can be solved.

## Spherical box, s wave

With $u=r\psi$, $E=\hbar^2k^2/2m$ and $U=2mV/\hbar^2$, the radial equation is $u''=(U-k^2)u$, with $u(0)=0$ and $u(R)=0$ at the wall. Define an angle by $u=\rho\sin\theta$, $u'=k\rho\cos\theta$, $\theta(0)=0$. Differentiating $\tan\theta=ku/u'$ gives
$$\theta'=\frac{k\,(u'^2-uu'')}{u'^2+k^2u^2}.$$
At a node $\theta'=k>0$, so $\theta$ crosses multiples of $\pi$ only upward, once per node. For $r>b$, $u''=-k^2u$ gives $\theta'=k$, so $\theta=kr+\delta(k)$. This defines the phase shift $\delta$, which depends on $V$ alone. Level $n$ has $n-1$ interior nodes (the Sturm oscillation theorem), so exactly
$$kR+\delta(k)=n\pi. \tag{1}$$

The norm follows from a Wronskian. Scale $u=\sin\theta$ outside, and let $w=\partial u/\partial k$ and $\delta'=d\delta/dk$. Differentiating the radial equation gives $w''=(U-k^2)w-2ku$, so $(u'w-uw')'=u''w-uw''=2ku^2$. At $r=0$ both $u$ and $w$ vanish. Outside, $u'=k\cos\theta$, $w=(r+\delta')\cos\theta$ and $w'=\cos\theta-k(r+\delta')\sin\theta$, so $u'w-uw'=k(r+\delta')-\tfrac12\sin2\theta$. Dividing by $2k$, for $r\ge b$,
$$\int_0^r u^2\,dr=\frac{r+\delta'}{2}-\frac{\sin 2(kr+\delta)}{4k}. \tag{2}$$
At a box level the sine vanishes at $r=R$, so $R+\delta'>0$ there: as $k$ grows, $kR+\delta$ crosses each $n\pi$ upward only.

**Large boxes.** The ratio $u/u'$ at $b$ is a smooth function of $k^2$, provided $u'(b)\neq0$ at $E=0$. At $E=0$ the outer solution is a straight line $\propto r-a_s$, which defines the scattering length $a_s=b-u/u'$. Then $\tan(kb+\delta)=k(b-a_s)+O(k^3)$, so $\delta=\nu\pi-ka_s+O(k^3)$ with an integer $\nu$. For $R>a_s$ the left side of (1) starts at $\nu\pi$ and rises, so levels with $n\le\nu$ have no positive-energy solution. They are the bound states, and $\nu=N$. For $n=N+j$, (1) becomes $k(R-a_s)=j\pi+O(k^3)$, and
$$E_{N+j}\simeq\frac{\hbar^2\pi^2j^2}{2m(R-a_s)^2}=\frac{\hbar^2\pi^2j^2}{2mR^2}\left(1+\frac{2a_s}{R}+\dots\right). \tag{3}$$
The $R^{-2}$ law is asymptotic, with a relative correction of order $a_s/R$. To this order, at fixed $j$ and large $R$, the molecule enters only through $N$ and $a_s$.

**Slope at any $R$.** Differentiating (1) along a level gives $(R+\delta')\,dk+k\,dR=0$. Since $dE/E=2\,dk/k$,
$$\frac{d\ln E}{d\ln R}=-\frac{2R}{R+\delta'}. \tag{4}$$
The probability inside $b$ is (2) at $r=b$ divided by (2) at $r=R$:
$$P_{\rm in}=\frac{b+\delta'-\sin2(kb+\delta)/2k}{R+\delta'}. \tag{5}$$
If $|\delta'|\ll R$, the slope is $-2$ and $P_{\rm in}\lesssim(b+|\delta'|)/R+1/2kR$, which guarantees a small $P_{\rm in}$ when also $b\ll R$ and $kR\gg1$. If $\delta'\gg R$, the level is flat and $P_{\rm in}\to1$.

**Bound levels.** Repeat the Wronskian step with $w=\partial u/\partial E$: now $(u'w-uw')'=(2m/\hbar^2)u^2$, so at the wall $u'w=(2m/\hbar^2)\int_0^Ru^2$. Differentiating $u(R,E(R))=0$ gives $u'+w\,dE/dR=0$. For normalised $u$ and either sign of $E$,
$$\frac{dE}{dR}=-\frac{u'^2}{u'w}=-\frac{\hbar^2}{2m}\,u'(R)^2. \tag{6}$$
A level is insensitive to the box when its normalised function has a small slope at the wall. A bound state with free tail $Ce^{-\kappa r}$ becomes, to leading order in $e^{-2\kappa(R-b)}$, $C[e^{-\kappa r}-e^{\kappa(r-2R)}]$, which vanishes at $R$ and has $u'(R)=-2\kappa Ce^{-\kappa R}$. Then $dE/dR=-(2\hbar^2\kappa^2/m)C^2e^{-2\kappa R}$. Integrating from $R$ to $\infty$ and using $C^2e^{-2\kappa b}=u(b)^2$,
$$E(R)-E(\infty)\simeq\frac{\hbar^2\kappa}{m}\,u(b)^2\,e^{-2\kappa(R-b)}. \tag{7}$$

## What a resonance is, and when it gives a plateau

A resonance is defined without any box, as a solution that is purely outgoing, $u\propto e^{ikr}$ for $r>b$. It is a zero of $f(k)=u'(b)-ik\,u(b)$, where $u$ starts with a real slope at the origin. A zero with $\operatorname{Im}k>0$ would be normalisable and need a real energy, so a zero with real part $k_r>0$ lies at $k_0=k_r-i\gamma$ with $\gamma>0$. (The case $\gamma=0$ would need $u(b)=u'(b)=0$.) Squaring, $\hbar^2k_0^2/2m=E_r-i\Gamma/2$ with
$$E_r=\frac{\hbar^2(k_r^2-\gamma^2)}{2m},\qquad \Gamma=\frac{2\hbar^2k_r\gamma}{m}.$$
Because $|e^{-iEt/\hbar}|^2=e^{-\Gamma t/\hbar}$, the lifetime is $\tau=\hbar/\Gamma$.

For real $k$, $f=k\rho(\cos\theta-i\sin\theta)=k\rho e^{-i\theta}$ at $r=b$, so $kb+\delta=-\arg f$. Write $f=(k-k_0)g(k)$. With $x=k-k_r$, $d\arg(x+i\gamma)/dx=-\gamma/(x^2+\gamma^2)$, hence
$$\delta'=\frac{\gamma}{(k-k_r)^2+\gamma^2}+\delta'_{\rm bg},\qquad \delta'_{\rm bg}=-b-\frac{d\arg g}{dk}. \tag{8}$$
The background is smooth if no other zero is near. The Lorentzian peaks at $k_r$ with height $1/\gamma=2\hbar v/\Gamma$, where $v=\hbar k_r/m$. By (4) a plateau requires
$$\frac{2\hbar v}{\Gamma}\gg R,\qquad\text{that is}\qquad \tau\gg \frac{R}{2v}.$$
The lifetime must be long compared with the time of flight to the wall. The Lorentzian integrates to $\pi$, and $dR=-(R+\delta')\,dk/k$, so a narrow resonance holds a level over $\Delta R\approx\pi/k_r$. By (1), the energy of level $n$ at $R$ is the energy of level $n+1$ at $R+\pi/k$, so the plateau passes from curve to curve. Solving (4) for $\delta'$ turns a scan over $R$ (the stabilisation method) into numbers: $\delta'=-2E/(dE/dR)-R$. For a narrow resonance the maximum locates $E_r$, and $\Gamma\approx2\hbar^2k/m\delta'_{\max}$ with relative error about $\gamma|\delta'_{\rm bg}|$.

## Worked example

Take round model parameters: $V=-V_0=-1.4\,E_h$ for $r<a=3\,a_0$, $V=+V_1=0.5\,E_h$ for $a<r<b=6\,a_0$, and zero beyond. Then $u=\sin Kr$ in the well and $u=\sin Ka\,\cosh q(r-a)+(K/q)\cos Ka\,\sinh q(r-a)$ in the barrier, with $\hbar^2K^2=2m(E+V_0)$ and $\hbar^2q^2=2m(V_1-E)$. This gives $\delta$ and $f$ in closed form. The numerical check tests (1) and (3)–(7) against finite-difference grids extrapolated in the spacing, (2) against quadrature, and the pole against exterior complex scaling.

There is one bound level, $E_1=-1.0046\,E_h$, with $\kappa=1.41745\,a_0^{-1}$ and $u(b)^2=4.256\times10^{-6}\,a_0^{-1}$. At $R=8\,a_0$, (7) gives $1.41745\times4.256\times10^{-6}\times e^{-5.670}=2.08\times10^{-8}\,E_h$, and the grid shift is $2.08\times10^{-8}\,E_h$.

At threshold $\delta(0)=\pi$, so $N=1$, and $a_s=4.984\,a_0$. At $R=50\,a_0$, (3) gives $E_2=\pi^2/(2\times45.016^2)=2.435\times10^{-3}\,E_h$, and the grid value is 0.99993 times this. The same grid value is 1.234 times the empty-sphere level, because $(50/45.016)^2=1.234$. That factor falls to 1.108, 1.052 and 1.025 at $R=100$, 200 and $400\,a_0$, and the exponent between the last two radii is $-2.04$.

At $R=23\,a_0$ the four lowest positive levels are:

| $n$ | $E/E_h$ | $\delta'/a_0$ | $d\ln E/d\ln R$ | $P_{\rm in}$ |
|---|---|---|---|---|
| 2 | 0.0152 | −4.95 | −2.55 | 0.002 |
| 3 | 0.0604 | −4.61 | −2.50 | 0.022 |
| 4 | 0.0960 | 350.9 | −0.123 | 0.957 |
| 5 | 0.1376 | −4.49 | −2.48 | 0.038 |

No single energy marks its row as special, although rows 2, 3 and 5 stand nearly in the ratio $1:4:9$ of the box ladder (3), which leaves row 4 as an extra level. For $n=2$, (4) gives $-46/(23-4.95)=-2.55$, steeper than $-2$ because the barrier shortens the available box. The size of this background can be derived for an opaque barrier away from resonance. The growing exponential dominates, so $u'/u\approx q$ and $\tan(kb+\delta)=k/q$. Since $k^2+q^2=q_0^2=2mV_1/\hbar^2$ is constant, $kb+\delta=\arcsin(k/q_0)$ plus a multiple of $\pi$, whose derivative is $1/q$, and $\delta'\approx-b+1/q$. With $q_0=1\,a_0^{-1}$ and $k=0.1743\,a_0^{-1}$ this is $-6+1/0.985=-4.98\,a_0$, against the exact $-4.95\,a_0$.

For $n=4$, $k=0.43817\,a_0^{-1}$ and $\delta=2.4884$, so $kR+\delta=10.078+2.488=12.566=4\pi$. The slope is $-46/(23+350.9)=-0.123$. With $kb+\delta=5.117$ and $\sin(10.235)=-0.724$, (5) gives $(6+350.9+0.83)/373.9=0.957$.

The lowest positive level, the would-be LUMO, has 0.2% of its density inside $b$. The state that resembles a molecular orbital is the third positive level, and it holds that rank only for a range of $R$. At $R=16,18,\dots,32\,a_0$, $E_4/E_h$ runs 0.1631, 0.1186, 0.0990, 0.0965, 0.0954, 0.0929, 0.0824, 0.0704, 0.0605. It falls, stalls over roughly $\pi/k=7.17\,a_0$, and falls again. Level 5 has the energy $0.0960\,E_h$ at $R=23+7.17=30.17\,a_0$.

The pole is at $k_r=0.43828\,a_0^{-1}$, $\gamma=0.002807\,a_0^{-1}$. Thus $E_r=0.09604\,E_h$ (2.61 eV), $\Gamma=2\times0.43828\times0.002807=0.00246\,E_h$ (0.067 eV) and $\tau=9.8$ fs. The length $1/\gamma=356.3\,a_0$ is far above $R$. The scan peaks at $E=0.09600\,E_h$, within 2% of $\Gamma$ from $E_r$, with $\delta'_{\max}=349.6\,a_0$, so it estimates $\Gamma\approx2\times0.43817/349.6=0.00251\,E_h$, which is 1.9% above the pole value. Of this, 1.4% is background: the exact maximum of $\delta'$ is $351.4\,a_0$, or $4.9\,a_0$ below $1/\gamma$. The remaining 0.5% is the difference between the scan and that maximum, whose sign is as expected from a finite step that samples beside the peak and averages over it.

Thinning the barrier to $b=4\,a_0$ moves the same pole to $E_r=0.0455\,E_h$ (1.24 eV) and $\Gamma=0.0632\,E_h$ (1.72 eV), with $1/\gamma=10\,a_0$, smaller than $R$ over the range scanned. The flattest slope of level 4 for $R$ between 16 and $32\,a_0$ is $-1.59$. Level 3 meets the peak of $\delta'$ described next at $R=28.5-9.9=18.6\,a_0$, where (4) gives $-37.2/(18.6+7.1)=-1.45$. Level 2 meets it at $R=18.6-9.9=8.7\,a_0$, slightly below $1/\gamma$, where (4) gives $-17.4/(8.7+7.1)=-1.10$, and its flattest slope for $R$ between 4.5 and $32\,a_0$ is $-1.07$. The levels are slowed but never flat, so there is no plateau, although the pole exists. The maximum of $\delta'$, $7.1\,a_0$, is still found by the scan, but at $0.0502\,E_h$. The Lorentzian in (8) peaks at $k_r$, where the energy is $0.31773^2/2=0.0505\,E_h$, and this exceeds $E_r$ by $\hbar^2\gamma^2/2m$. A plateau therefore signals a narrow resonance, while a missing plateau does not exclude a broad one.

## Your cube

For your second level, $\varepsilon L^2$ is 20.13, 18.43, 17.54 and $17.00\,E_ha_0^2$ at $L=20$, 28, 36 and $44\,a_0$. Assuming a power series in $1/L$, as in (3), a cubic through the four unrounded points (the extrapolation magnifies rounding, and the two-decimal values above give 14.90) extrapolates to 14.83, within 0.2% of the empty-cube ground state $3\pi^2\hbar^2/2m=14.80\,E_ha_0^2$. The level becomes the lowest state of the empty box, and no plateau is seen at these four sizes. The bound level is constant to $10^{-5}\,E_h$ over the same boxes. That shows convergence in $L$ only. The spacing was held at $0.5\,a_0$, half the width parameter $s$ of a well, and this coarse grid puts the bound level too low by between 0.02 and $0.03\,E_h$. With the spacing error removed the bound level is $-0.414\,E_h$. The second level moves too: $\varepsilon L^2$ rises by 1.6% to 20.46 at $L=20\,a_0$ and by 0.7% to 17.11 at $L=44\,a_0$, while the extrapolated limit stays at 14.83. Converge the spacing separately before you quote any of these energies.

## Where the argument fails or needs care

With a $-e^2/r$ tail, as for a cation, $N$ is infinite and every fixed level ends up negative. The fifth s level of hydrogen is $+0.113\,E_h$ at $R=20\,a_0$ and $-0.0200\,E_h=-e^2/50a_0$ at $R=200\,a_0$. A positive level in a small box may thus be a squeezed bound state. The same can happen for a weakly bound short-range level, because (7) needs $\kappa(R-b)\gg1$.

Equations (1)–(8) are derived for the s wave with $V=0$ beyond $b$. A slowly decaying tail, such as that of a dipole, spoils the small-$k$ expansion behind (3). In a periodic cell at zero Bloch vector the empty levels are $\hbar^2(2\pi/L)^2|\mathbf n|^2/2m$ and include $\mathbf n=0$, so the lowest one has no $L^{-2}$ kinetic term. In a self-consistent calculation $V$ is independent of the box only after the occupied orbitals and the electrostatic potential have converged. A plateau then marks a resonance of that one-electron potential, and equating it with a temporary anion of the real molecule is a further approximation that the scan does not test.

## Calculated quantities

```
model: V0=1.4 Eh, V1=0.5 Eh, a=3.0 a0, b=6.0 a0 (thin barrier b=4.0 a0)
bound level E1=-1.004581 Eh, kappa=1.41745 1/a0, u(b)^2=4.2557e-06 1/a0
R=7.5 a0: bound shift grid=8.597e-08 Eh, formula=8.584e-08 Eh
R=8.0 a0: bound shift grid=2.081e-08 Eh, formula=2.080e-08 Eh
delta(0)/pi=1.00000, a_s=4.98366 a0
R=50 a0: E2=2.43501e-03 Eh=0.06626 eV, 2E2R^2/pi^2=1.2336, with R-a_s: E2 0.99993, E3 3.99890
R=100 a0: E2=5.46601e-04 Eh=0.01487 eV, 2E2R^2/pi^2=1.1076, with R-a_s: E2 0.99999, E3 3.99989
R=200 a0: E2=1.29756e-04 Eh=0.00353 eV, 2E2R^2/pi^2=1.0518, with R-a_s: E2 1.00000, E3 3.99999
R=400 a0: E2=3.16257e-05 Eh=0.00086 eV, 2E2R^2/pi^2=1.0254, with R-a_s: E2 1.00000, E3 4.00000
exponent of E2 between R=200 and 400 a0: -2.0366
R=23.0 a0: n, E/Eh, E/eV, k/(1/a0), delta/rad, dp/a0, dlnE/dlnR, P_in
  2 0.015186 0.4132 0.17428 2.2748 -4.95 -2.5487 0.0024
  3 0.060356 1.6424 0.34744 1.4337 -4.61 -2.5015 0.0220
  4 0.095998 2.6122 0.43817 2.4884 350.88 -0.1230 0.9567
  5 0.137613 3.7447 0.52462 3.6417 -4.49 -2.4848 0.0380
b=6.0 a0: k_r=0.43828 1/a0, gamma=0.002807 1/a0, 1/gamma=356.30 a0
  pole E_r=0.096041 Eh=2.6134 eV, Gamma=0.002460 Eh=0.0669 eV
  complex scaling E_r=0.096041 Eh, Gamma=0.002460 Eh
  lifetime=9.832 fs, max dp formula=351.38 a0, scan=349.59 a0
  scan peak at R=23.00 a0, E=0.095998 Eh; flattest dlnE/dlnR=-0.1226
  Gamma from scan=0.002507 Eh=0.0682 eV
  pi/k=7.170 a0, curve n=5 at R=30.17 a0: E=0.095998 Eh
  E4/Eh at R=16,18,..,32 a0: 0.1631 0.1186 0.0990 0.0965 0.0954 0.0929 0.0824 0.0704 0.0605
b=4.0 a0: k_r=0.31773 1/a0, gamma=0.099456 1/a0, 1/gamma=10.05 a0
  pole E_r=0.045529 Eh=1.2389 eV, Gamma=0.063199 Eh=1.7197 eV
  complex scaling E_r=0.045530 Eh, Gamma=0.063200 Eh
  lifetime=0.383 fs, max dp formula=7.11 a0, scan=7.10 a0
  scan peak at R=28.50 a0, E=0.050216 Eh; flattest dlnE/dlnR=-1.5919
  E4/Eh at R=16,18,..,32 a0: 0.1422 0.1112 0.0907 0.0765 0.0661 0.0581 0.0517 0.0462 0.0416
hydrogen s level n=5: R=20 a0 0.11288 Eh, R=200 a0 -0.02000 Eh
cube model: depth=2.0 Eh, width=1.0 a0, centres z=+-0.7 a0, h=0.5 a0
L=20 a0: bound -0.440476 Eh, next 0.050331 Eh=1.3696 eV, next*L^2=20.133 Eh a0^2
L=28 a0: bound -0.440476 Eh, next 0.023508 Eh=0.6397 eV, next*L^2=18.430 Eh a0^2
L=36 a0: bound -0.440476 Eh, next 0.013535 Eh=0.3683 eV, next*L^2=17.541 Eh a0^2
L=44 a0: bound -0.440476 Eh, next 0.008781 Eh=0.2389 eV, next*L^2=16.999 Eh a0^2
extrapolated next*L^2=14.826 Eh a0^2, empty cube 3pi^2/2=14.804 Eh a0^2
```
